# Why gate-set tomography determines a gate set only up to gauge

**Question.** Gate-set tomography estimates a state preparation, a set of gates and a measurement together, from the outcome frequencies of many circuits, with none of these components calibrated beforehand. Why can even unlimited data not fix the matrices that describe them, and what exactly remains undetermined?

**Answer.**

**What the data contain**

No component is ever observed by itself. Each run begins with the preparation, passes through some gates and ends with the measurement, so the data are probabilities of whole circuits. The coordinates used to describe the state between these operations are never read out.

For a $d$-level system, write density operators as column vectors with $D=d^2$ real components. For one qubit, with $P_i\in\{1,\sigma_x,\sigma_y,\sigma_z\}$, let

$$
|\rho\rangle\!\rangle_i=\frac{\mathrm{Tr}(P_i\rho)}{\sqrt2},\qquad
\langle\!\langle E|_i=\frac{\mathrm{Tr}(P_iE)}{\sqrt2},\qquad
G_{ij}=\frac12\mathrm{Tr}\,[P_i\Lambda(P_j)].
$$

Here $E$ is the effect of a measurement outcome and $\Lambda$ is the map performed by a gate. The matrices $P_i/\sqrt2$ are orthonormal, so $\langle\!\langle E|\rho\rangle\!\rangle=\mathrm{Tr}(E\rho)$, which is the Born rule. If gate $s_1$ acts first and $s_L$ last, outcome $m$ has probability

$$
p(m|s)=\langle\!\langle E_m|G_{s_L}\cdots G_{s_2}G_{s_1}|\rho\rangle\!\rangle .
$$

This assumes that each operation is the same linear map every time it is used, and that $d$ is known.

**The cancellation**

Take any invertible real $D\times D$ matrix $B$ and define

$$
|\rho'\rangle\!\rangle=B|\rho\rangle\!\rangle,\qquad
G_k'=BG_kB^{-1},\qquad
\langle\!\langle E_m'|=\langle\!\langle E_m|B^{-1}.
$$

Only the gates undergo a similarity transformation; the state and the effects are multiplied on one side. Substitution gives

$$
p'(m|s)=\langle\!\langle E_m|B^{-1}\,(BG_{s_L}B^{-1})\cdots(BG_{s_1}B^{-1})\,B|\rho\rangle\!\rangle .
$$

At every junction the operation on the left supplies $B^{-1}$ and the one on the right supplies $B$. Each pair is the identity, and no factor is left at either end, so $p'(m|s)=p(m|s)$ for every circuit of every length. With no gates, the single pair between effect and state cancels in the same way.

The likelihood of any data set depends on the gate set through these probabilities alone. It is therefore constant along the whole family generated by $B$, and more repetitions cannot select a member.

**Nothing else is undetermined**

Choose $D$ preparation circuits with matrix products $\Phi_j$, and $D$ measurement circuits with products $H_i$. Let $F$ have columns $\Phi_j|\rho\rangle\!\rangle$ and let $A$ have rows $\langle\!\langle E|H_i$. Suppose both matrices are invertible, so that the circuits explore the whole space. The measured tables are

$$
P=AF,\qquad P_k=AG_kF,
$$

and therefore

$$
P^{-1}P_k=F^{-1}A^{-1}AG_kF=F^{-1}G_kF .
$$

Let a second gate set of the same dimension give the same data. Then $A'F'=P$ is invertible, so $A'$ and $F'$ are invertible too, and $F'^{-1}G_k'F'=F^{-1}G_kF$. With $B=F'F^{-1}$ this becomes $G_k'=BG_kB^{-1}$.

The same $B$ relates the other components. From $A'F'=AF$ follows $A'=AB^{-1}$. The measurement circuits applied directly to the state give $A'|\rho'\rangle\!\rangle=A|\rho\rangle\!\rangle$, hence $|\rho'\rangle\!\rangle=B|\rho\rangle\!\rangle$. The preparation circuits followed directly by outcome $m$ give $\langle\!\langle E_m'|F'=\langle\!\langle E_m|F$, hence $\langle\!\langle E_m'|=\langle\!\langle E_m|B^{-1}$. Any transformation relating the two sets must carry $F$ into $F'$, so $B$ is unique.

This also shows what would remove the freedom. If $D$ linearly independent prepared states were known independently, then $BF=F$ and $B=1$.

**How large the freedom is**

The matrix $B$ has $D^2=d^4$ parameters. If both descriptions preserve the trace and have normalized states, every column of $F$ and $F'$ has the same trace component. With $\langle\!\langle 1|$ the row that takes the trace, $\langle\!\langle1|BF=\langle\!\langle1|F$, and hence $\langle\!\langle1|B=\langle\!\langle1|$. These $D$ conditions leave $d^4-d^2$ parameters.

For one qubit the two numbers are 16 and 12. With two gates and one recorded effect there are $4+16+16+4=40$ unrestricted parameters. The derivative of the circuit probabilities with respect to them, evaluated for the example below, has rank 24, so 16 directions are invisible. With trace preservation there are $3+12+12+4=31$ parameters, the rank is 19, and 12 directions are invisible.

**Which transformations look physical**

Complete positivity and valid probabilities restrict $B$ but need not fix it. Write a trace-preserving qubit gate as $r\mapsto Mr+t$ on the Bloch vector $r$, and choose

$$
B=\begin{pmatrix}1&0\\0&aR\end{pmatrix},\qquad
BGB^{-1}=\begin{pmatrix}1&0\\aRt&RMR^{T}\end{pmatrix},
$$

with $R$ a rotation and $0<a\le1$. The rotation is a unitary change of frame and preserves physicality. The scale $a$ only shortens $t$. To see that this is allowed, reverse the Bloch vector before and after the gate. Since reversal is $\rho\mapsto\sigma_y\rho^*\sigma_y$, each Kraus operator $K$ becomes $\sigma_yK^*\sigma_y$. The result is a completely positive gate with the same $M$ and with $-t$. Mixing the original and reversed gates with weights $(1+a)/2$ and $(1-a)/2$ gives $M$ and $at$.

These are not the only physical choices. The mirror $y\to-y$ is complex conjugation of $\rho$; it turns each Kraus operator $K$ into $K^*$ and so also preserves physicality. For noisy gates whose Choi matrices have no zero eigenvalue, a mixed state and an imperfect readout, any sufficiently small trace-preserving change of $B$ is allowed as well: in the example below a stretch of the $z$ axis alone remains physical up to about $1.5\times10^{-4}$. Larger distortions of this kind fail. Stretching the $z$ axis by 1.05 makes the X gate below send a pure state along $y$ to a Bloch vector of length about 1.05, outside the unit ball. The lowest eigenvalue of its Choi matrix (trace 2) is $-0.0485$. The circuit probabilities are still the same, so they cannot reveal that this description is unphysical.

**A qubit with two descriptions**

Take quarter turns X and Y lasting 30 ns, with relaxation time $T_1=60$ µs and coherence time $T_2=50$ µs. The preparation leaves 2% in the excited state. The readout misses the ground state with probability 0.02 and reports "ground" for the excited state with probability 0.04. With $\rho=\frac12(1+r_z\sigma_z)$ and $E=\frac12(e_0+e_z\sigma_z)$ for the outcome "ground", this means $r_z=0.96$, $e_0=0.98+0.04=1.02$ and $e_z=0.98-0.04=0.94$.

Let $B$ rotate the frame by $\theta=0.05$ rad about $z$ and scale it by $a=0.98$. The rotation does not affect a state and an effect that lie along $z$. The scale gives $r_z'=ar_z=0.9408$ and $e_z'=e_z/a=0.9592$. The preparation error becomes $(1-0.9408)/2=0.0296$, while the two readout errors fall to 0.0104 and 0.0304. Without gates,

$$
p=\tfrac12(e_0+e_zr_z)=\tfrac12(1.02+0.94\times0.96)=0.9612
$$

in both descriptions, because $e_z'r_z'=e_zr_z$. Error has moved from the readout to the preparation.

The readout limits this exchange. The eigenvalues $\frac12(e_0\pm e_z/a)$ must lie between 0 and 1, so $a\ge0.94/0.98=0.9592$. At that limit the preparation error is $(1-0.9592\times0.96)/2=0.0396$. Values of $a$ above 1 are not covered by the mixing argument, but the gates of this example remain completely positive up to $a=1/0.96=1.0417$, where the prepared state becomes pure. The same data thus allow preparation errors from zero to almost 4%.

The transformed components were also simulated as a separate physical apparatus, with their own density matrix, effect and Kraus operators. Over 137 circuits, comprising all those up to six gates and ten of 64 gates, its probabilities differed from the original ones by at most $6.7\times10^{-15}$, which is rounding error.

**Why a gate fidelity is not settled by the data**

Let the target be a rotation $M_0$. For a pure input with Bloch vector $n$, the fidelity is $\frac12[1+(M_0n)\cdot(Mn+t)]$. Averaged over directions, $n$ vanishes and $n_in_j$ becomes $\delta_{ij}/3$, so

$$
1-\bar F=\frac{3-\mathrm{Tr}(M_0^TM)}6 .
$$

The vector $t$ drops out, and so the scale $a$ has no effect. For the original X gate the trace is $0.99940+2\times0.99945=2.99830$, giving an infidelity of $2.83\times10^{-4}$.

The frame rotation does matter if the target is held fixed. A quarter turn about a unit vector $u$ is $R_u=uu^T+[u]_\times$, where $[u]_\times v=u\times v$. In $\mathrm{Tr}(R_x^TR_u)$ the mixed terms vanish because $x\cdot(u\times x)=0$ and $u\cdot(x\times u)=0$. The others give $(x\cdot u)^2+2x\cdot u$. With $x\cdot u=\cos\theta$,

$$
1-\bar F=\frac{3-2\cos\theta-\cos^2\theta}{6}
=\frac{(1-\cos\theta)(3+\cos\theta)}6\simeq\frac{\theta^2}{3}.
$$

This is $8.33\times10^{-4}$ here. Added to the original infidelity it gives $1.116\times10^{-3}$, as found for both transformed gates. The quoted infidelity has grown fourfold without a change in any observable probability. It becomes definite only once the frame relative to the target has been specified.

Gate eigenvalues do not need such a choice, since $\det(BGB^{-1}-\lambda)=\det(G-\lambda)$. The oscillating eigenvalue of X, obtained from the probability tables, has modulus 0.99945 and phase 90.000°: the decay and the size of the rotation angle are observable. Its sense is not, since the eigenvalues come as a conjugate pair and the mirror $y\to-y$ reverses the X rotation.

**Why there must be one common $B$**

Now rotate the axis of X alone by $\theta$ and run X followed by Y. For ideal gates, the rotated X takes $(0,0,r_z)$ to $r_z(\sin\theta,-\cos\theta,0)$. Y then takes the $x$ axis to $-z$, leaving a $z$ component $-r_z\sin\theta$. The probability changes by

$$
-\tfrac12e_zr_z\sin\theta=-\tfrac12(0.94)(0.96)(0.04998)=-0.02255 .
$$

The full calculation gives $0.48762-0.51015=-0.02253$; the ideal estimate omits relaxation and decay during the gates. With 10,000 repetitions the sampling error is 0.0050, so the shift is about 4.5 standard errors. Rotating one gate axis relative to the other is observable, whereas a common rotation of both about $z$ is not, because it leaves the state and the effect unchanged. The strict invariant is a quantity such as $\mathrm{Tr}(G_XG_Y)$; a shear of the $xy$ plane by $B$ changes the angle between the axes without changing any probability, but here it stays physical only up to about $2\times10^{-4}$ rad.

**The real device**

The parameters are rough typical values for a superconducting transmon, although coherence times and readout errors vary widely between devices. A real transmon has a third level. For a raised-cosine pulse and a frequency offset of −250 MHz, leakage averaged over input states is $3.1\times10^{-7}$ per X gate, and twice that for the worst input. The value depends strongly on pulse shape and offset: it is $6\times10^{-7}$ at −220 MHz and $2\times10^{-8}$ at −300 MHz, and the constant drive used for the two-level gates above would leak about $10^{-3}$ per gate at −250 MHz, so the estimate presumes a smooth pulse. Even if the leakage amplitudes of 64 gates added in phase, the rough total would be $64^2\times3.1\times10^{-7}\approx1.3\times10^{-3}$, below the sampling error above. The third level also causes a coherent error of $2.2\times10^{-4}$ if uncorrected, comparable with the model's infidelity. This figure is itself frame-dependent: it is almost entirely a tilt of both gate axes by about 0.026 rad toward $z$, and one common rotation of the frame lowers the infidelity of both gates to about $4\times10^{-7}$, leaving the tilt visible only relative to the state and the effect. It changes the gate matrix but not the gauge argument; appreciable leakage would require a larger $D$ and a correspondingly larger $B$. For a 5 GHz qubit, the probability of thermal excitation at 50 mK is about $4\times10^{-6}$ per gate. At fixed $T_1$ and $T_2$, an equilibrium excited population $p=0.0082$ only multiplies $t$ by $1-2p$, which is the scale transformation of the gates with $a=1-2p$ and leaves the infidelity unchanged.

The assumption of identical repeated maps is broken by drift. A 1 kHz frequency shift changes the probabilities of the ten 64-gate circuits by at most $1.0\times10^{-4}$, well below the sampling error. This insensitivity comes from having only two driven gates, one about $x$ and one about $y$: to first order a detuning tilts both axes toward $z$, one common frame rotation produces both tilts, and so the shift enters only at the ends of a circuit. With a third gate about $-x$ no single rotation does this, and the change grows with length, to about $3\times10^{-3}$ for repeated sequences of 64 gates. An idle of the same total duration would accumulate a phase of 0.012 rad and a change of about $5\times10^{-3}$. Other drifts are not hidden in this way: a 0.1% change of drive amplitude accumulates to $64\times\frac{\pi}{2}\times10^{-3}\approx0.1$ rad over 64 X gates and changes a probability by up to about 0.045, and a fall of $T_1$ and $T_2$ to 40 and 35 µs changes the 64-gate probabilities by up to about $7\times10^{-3}$; both exceed the sampling error. A constant shift would still give one valid gate set. If the gates changed appreciably while the data were taken, however, a single gate set would in general not fit all the data, and the model itself would fail, whatever the gauge. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Gate time: 30 ns; T1: 60 us; T2: 50 us
Gauge B: frame angle 0.050 rad, Bloch scale 0.980
Gauge matrix B (dimensionless), rows:
   1.000000  0.000000  0.000000  0.000000
   0.000000  0.978775 -0.048980  0.000000
   0.000000  0.048980  0.978775  0.000000
   0.000000  0.000000  0.000000  0.980000
X gate matrix, original (dimensionless), rows:
   1.000000  0.000000  0.000000  0.000000
   0.000000  0.999400  0.000000  0.000000
  -0.000318  0.000000 -0.000032 -0.999450
   0.000318  0.000000  0.999450  0.000032
X gate matrix, transformed (dimensionless), rows:
   1.000000  0.000000  0.000000  0.000000
   0.000016  0.996904  0.049888  0.049952
  -0.000311  0.049888  0.002465 -0.998201
   0.000312 -0.049952  0.998201  0.000032
Probability of outcome 0: circuit, original, transformed
  (none)  0.96120000 0.96120000
  X       0.51016394 0.51016394
  XY      0.51014959 0.51014959
  XX      0.05929616 0.05929616
  XYXXY   0.50983673 0.50983673
Circuits compared: 137 (up to 6 gates, and 10 of 64 gates)
Largest probability difference, physical B: 6.7e-15
Random B: condition number 42.21, difference 2.6e-13
Preparation error: 0.0200 -> 0.0296
Readout error, ground: 0.0200 -> 0.0104
Readout error, excited: 0.0400 -> 0.0304
Smallest scale allowed by readout: 0.9592
Preparation error at that scale: 0.0396
X gate average infidelity: 2.833e-04 -> 1.116e-03
Y gate average infidelity: 2.833e-04 -> 1.116e-03
Infidelity from frame angle alone: 8.329e-04
X eigenvalue from data: modulus 0.999450, phase 90.0000 deg
Only X rotated, circuit XY: 0.510150 -> 0.487616
Predicted first-order shift: -0.022551
Stretch 1.05 along z: lowest Choi eigenvalue -0.0485
Reconstruction error, 64-gate circuits: 2.8e-15
Error of B recovered from prepared states: 6.1e-16
Unrestricted: 40 parameters, rank 24, gauge 16
Trace-preserving: 31 parameters, rank 19, gauge 12
Third level: frequency offset -250 MHz
Neglected leakage per X gate: 3.1e-07
Neglected third-level infidelity, uncorrected: 2.2e-04
Qubit 5.0 GHz at 50 mK: excited population 0.0082
Neglected thermal excitation per gate: 4.1e-06
Drift 1 kHz: probability change 1.0e-04 (64 gates)
Sampling error, XY, 10000 shots: 0.0050
```
